# Height-Dependent Energy of a Charge Sheet in a Periodic Dielectric Slab, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The energy and its slope

A charged defect in a two-dimensional layer can be computed in a periodic cell with vacuum above and below the layer. If the vacuum is made thicker in the hope of separating the periodic images, the energy does not settle: in tall cells it grows linearly with the cell height. The tallest affordable cell is therefore not a converged one, and beyond some height the error only increases. Dividing the growth rate by the dielectric constant of the layer, as one would for a charge in a bulk crystal, does not cure this. For a layer with dielectric constant 6.5, such a correction removes less than a sixth of the limiting growth. To remove the growth correctly one needs the energy as a function of height, and one needs to know which part of it the layer can screen.

The part of the problem that causes the growth is the average of the charge over planes parallel to the layer. Let the cell have area $A$ in the plane and height $L$ along $z$, and let it repeat periodically in all three directions. A slab of thickness $d<L$ occupies $|z|<d/2$. It responds linearly and locally, with a constant $\varepsilon$ for fields along $z$; the rest of the cell is vacuum. A charge $q$ per cell is spread uniformly over the plane $z=0$. A periodic array of charged cells has no finite electrostatic energy, so a uniform background of total charge $-q$ is added, filling the whole cell, slab included. With $\sigma=q/A$, the added charge density is

$$\rho(z)=\sigma\left[\delta(z)-\frac1L\right],\qquad -\frac L2<z<\frac L2 .$$

Its integral over the cell is zero. Gaussian units are used, so that Gauss's law for the displacement $D$ is

$$\frac{dD}{dz}=4\pi\rho ,\qquad D=\varepsilon(z)F,\qquad F=-\frac{d\phi}{dz}.$$

Here $F$ is the electric field and $\phi$ the potential; the letter $E$ is kept for the energy. The density $\rho$ holds the sheet and the background, both of which are put in from outside. The charge that the slab develops in response is contained in the relation between $D$ and $F$, and must not be counted again in $\rho$. The part of the background that lies inside the slab is screened by the slab just as the sheet is.

Gauss's law fixes $D$ up to a constant, and periodicity of the potential fixes that constant. Suppose that two displacements satisfied the same equation. Their difference would be a constant $D_1$, and the difference of the potentials would change across the cell by

$$-D_1\int_{-L/2}^{L/2}\frac{dz}{\varepsilon(z)} .$$

The integral is positive, so a periodic potential requires $D_1=0$. The solution is unique apart from an additive constant in $\phi$. Now reflect the cell in the plane $z=0$. Neither $\rho$ nor $\varepsilon$ changes, so the reflected potential is again a solution, and by uniqueness $\phi(-z)=\phi(z)+c$. Setting $z=0$ gives $c=0$. The potential is even, and $F$ and $D$ are odd.

At the sheet, integration of Gauss's law across the delta function gives a jump $D(0^+)-D(0^-)=4\pi\sigma$. Because $D$ is odd, the two sides carry equal and opposite values, and $D(0^+)=2\pi\sigma$. For $z>0$ the background alone contributes, with $dD/dz=-4\pi\sigma/L$. Hence

$$D(z)=2\pi\sigma-\frac{4\pi\sigma}{L}z=2\pi\sigma\left(1-\frac{2z}{L}\right),\qquad 0<z<\frac L2 ,$$

and for both signs of $z$

$$D(z)=2\pi\sigma\,\mathrm{sgn}(z)\left(1-\frac{2|z|}{L}\right).$$

The displacement vanishes at $z=\pm L/2$. This agrees with symmetry: periodicity makes the values at the two ends equal, oddness makes them opposite, so both must be zero. No dielectric constant appears in $D$. That is the first of the two facts on which the result rests, and it depends on the mirror symmetry. When the sheet is off centre, the condition on the potential brings $\varepsilon$ into $D$ as well, a case treated in Part 2.

The energy is the work needed to assemble the added charge. Let the density be raised in proportion, from zero to $\rho$, as $\lambda\rho$ with $0\le\lambda\le1$. The response is linear, so the potential at that stage is $\lambda\phi$. Adding the next portion $\rho\,d\lambda$ costs $A\,d\lambda\int\lambda\phi\rho\,dz$, and the sum of these portions is

$$E=A\int_0^1\lambda\,d\lambda\int_{-L/2}^{L/2}\rho\phi\,dz=\frac A2\int_{-L/2}^{L/2}\rho\phi\,dz .$$

This work includes the energy spent on polarizing the slab. A constant added to $\phi$ does not alter it, because $\rho$ integrates to zero. Replace $\rho$ by $(1/4\pi)dD/dz$ and integrate by parts:

$$E=\frac{A}{8\pi}\int\phi\frac{dD}{dz}dz=\frac{A}{8\pi}\Big[\phi D\Big]_{-L/2}^{L/2}-\frac{A}{8\pi}\int D\frac{d\phi}{dz}dz .$$

The boundary term vanishes because $\phi$ and $D$ take the same values at both ends. In the last term $-d\phi/dz=F=D/\varepsilon$, so

$$E=\frac{A}{8\pi}\int_{-L/2}^{L/2}\frac{D^2}{\varepsilon(z)}\,dz .$$

The integrand is even. Inserting $D$ and doubling the integral over positive $z$ gives

$$E=\frac{A}{8\pi}\,2\,(2\pi\sigma)^2\int_0^{L/2}\frac{(1-2z/L)^2}{\varepsilon(z)}dz=\frac{\pi q^2}{A}\int_0^{L/2}\frac{(1-2z/L)^2}{\varepsilon(z)}dz ,$$

where $A\sigma^2=q^2/A$ was used. To do the integral, put $u=1-2z/L$, so that $dz=-(L/2)\,du$. The slab part runs from $u=1$ to $u=1-d/L$:

$$I_{\rm s}=\int_0^{d/2}\left(1-\frac{2z}{L}\right)^2dz=\frac L2\int_{1-d/L}^{1}u^2du=\frac L6\left[1-\left(1-\frac dL\right)^3\right].$$

The vacuum part runs from $u=1-d/L$ to $u=0$:

$$I_{\rm v}=\frac L2\int_0^{1-d/L}u^2du=\frac L6\left(1-\frac dL\right)^3 .$$

The two add up to $L/6$. With the abbreviation $\kappa=1-1/\varepsilon$, the weighted sum is

$$\frac{I_{\rm s}}{\varepsilon}+I_{\rm v}=(I_{\rm s}+I_{\rm v})-\kappa I_{\rm s}=\frac L6-\kappa I_{\rm s}.$$

Expanding the cube in $I_{\rm s}$,

$$1-\left(1-\frac dL\right)^3=\frac{3d}{L}-\frac{3d^2}{L^2}+\frac{d^3}{L^3},$$

gives the energy per cell:

$$E(L)=\frac{\pi q^2}{6A}\left[L-\kappa\left(3d-\frac{3d^2}{L}+\frac{d^3}{L^2}\right)\right].$$

No expansion in small $d/L$ has been made; the expression holds for any $d<L$ within the model. The energy depends on $q^2$, so the sign of the charge does not matter as long as the slab responds linearly and the charge stays where it was put.

Three limits can be compared with simpler problems. If the slab fills the cell, $d=L$, the round bracket becomes $L$ and $E=\pi q^2L/(6A\varepsilon)$, the vacuum energy divided by $\varepsilon$, as it must be in a uniform dielectric. If $\varepsilon$ becomes very large, $\kappa\to1$ and the bracket becomes $L(1-d/L)^3$: no field energy remains in the slab, and the vacuum holds all of it. If there is no slab, $\kappa=0$ and $E=\pi q^2L/(6A)$. This last case can be found by a different road. For a wave number $k=2\pi n/L$ with $n\ne0$, the Fourier coefficient of the density is $\rho_k=q/(AL)$; for $k=0$ the background cancels it. Poisson's equation gives $\phi_k=4\pi\rho_k/k^2$, and the energy is

$$E=\frac{AL}{2}\sum_{k\ne0}\frac{4\pi}{k^2}\left(\frac{q}{AL}\right)^2=\frac{2\pi q^2}{AL}\,2\sum_{n=1}^{\infty}\frac{L^2}{4\pi^2n^2}=\frac{q^2L}{\pi A}\,\frac{\pi^2}{6}=\frac{\pi q^2L}{6A}.$$

The factor 2 counts positive and negative $n$, and the sum of $1/n^2$ is $\pi^2/6$. The two roads agree.

The slope follows by differentiation at fixed $A$, $q$, $d$ and $\varepsilon$. The term $3d$ does not contribute. The derivative of $-3d^2/L$ is $3d^2/L^2$, and that of $d^3/L^2$ is $-2d^3/L^3$. Therefore

$$\frac{dE}{dL}=\frac{\pi q^2}{6A}\left[1-\kappa\left(\frac{3d^2}{L^2}-\frac{2d^3}{L^3}\right)\right]\;\longrightarrow\;\frac{\pi q^2}{6A}\qquad(L\to\infty).$$

The limit does not contain $\varepsilon$. At finite height the slope does depend on it. With $x=d/L$, the function $3x^2-2x^3$ has derivative $6x(1-x)$, so it rises steadily from 0 to 1 as $x$ goes from 0 to 1. For $\varepsilon>1$ the slope therefore lies between the fully screened value $\pi q^2/(6A\varepsilon)$ and the vacuum value, and it approaches the latter from below. The leading deviation, relative to the limit, is $-3\kappa d^2/L^2$. It falls with the square of the height.

The reason can be read from the field energy. Write $1/\varepsilon=1-\kappa$ inside the slab. The energy is then that of the same displacement in vacuum, less the amount

$$\kappa\frac{A}{8\pi}\int_{-d/2}^{d/2}D^2dz .$$

As $L$ grows, the factor $1-2|z|/L$ tends to 1 throughout the slab, because the background there becomes dilute. The displacement in the slab tends to the fixed magnitude $2\pi\sigma$, and the saving saturates at

$$\kappa\frac{A}{8\pi}(2\pi\sigma)^2d=\frac{\pi q^2\kappa d}{2A}.$$

A slab of fixed thickness can save a bounded amount of energy, whereas the field energy in the vacuum has no bound. At large $L$, screening lowers the line $E(L)$ without tilting it. This is the second fact behind the result. The complete dependence on height, with the terms set in order, is

$$E(L)=\frac{\pi q^2}{6A}L-\frac{\pi q^2\kappa d}{2A}+\frac{\pi q^2\kappa d^2}{2AL}-\frac{\pi q^2\kappa d^3}{6AL^2}.$$

The factor $1/6$ in the slope also has a plain origin. Without the background, a field of magnitude $2\pi\sigma$ would fill the vacuum and store $\pi q^2/(2A)$ per unit height. The background makes the displacement fall linearly to zero at the cell boundary, and the mean of $(1-2|z|/L)^2$ is $1/3$. One third of one half is one sixth. The coefficient thus belongs to a uniform background; in general the coefficient depends on how the compensating charge is distributed.

The result requires that the slab keep its thickness. If the slab thickens in proportion to the cell, $d=sL$ with fixed $s$, the energy becomes

$$E=\frac{\pi q^2L}{6A}\left\{1-\kappa\left[1-(1-s)^3\right]\right\},$$

and the slope depends on $\varepsilon$ at every height. For $s=1/2$ the factor in braces is $1-7\kappa/8$. The area must also stay fixed. If the cell is enlarged uniformly, $A$ grows as $L^2$, and the first term falls as $1/L$. The divergence found here arises when the cell grows along $z$ at fixed area.

The potential is needed below, and it gives a second view of the energy. From the sheet to the face of the slab it changes by

$$\phi(0)-\phi\!\left(\tfrac d2\right)=\frac{2\pi\sigma}{\varepsilon}\int_0^{d/2}\left(1-\frac{2z}{L}\right)dz=\frac{\pi qd}{\varepsilon A}\left(1-\frac{d}{2L}\right).$$

From the face to the middle of the vacuum, the substitution $u=1-2z/L$ gives

$$\phi\!\left(\tfrac d2\right)-\phi\!\left(\tfrac L2\right)=2\pi\sigma\,\frac L2\int_0^{1-d/L}u\,du=\frac{\pi q(L-d)^2}{2AL}.$$

The second drop grows linearly with $L$ and contains no $\varepsilon$, since the field in the vacuum does not depend on what lies inside the slab.

Inserting $\rho$ directly into the first form of the energy gives $E=\tfrac12q[\phi(0)-\bar\phi]$, where $\bar\phi$ is the mean potential in the cell. The energy is half the charge times the height of the potential at the sheet above its mean. Since $\phi$ is even,

$$\phi(0)-\bar\phi=\frac2L\int_0^{L/2}dz\int_0^zF(z')dz'=\frac2L\int_0^{L/2}F(z')\left(\frac L2-z'\right)dz' .$$

The second step exchanges the order of integration: a field at $z'$ affects all points between $z'$ and $L/2$. The remaining factor is $(2/L)(L/2-z')=1-2z'/L$, and $F=2\pi\sigma(1-2z'/L)/\varepsilon$. Multiplication by $q/2$ returns the integral already evaluated for $E$. In this form the origin of the growth is easily seen: the taller the cell, the further the mean potential lies from the potential at the sheet, and in tall cells most of that difference is built up in vacuum.

For a charged sheet at the centre of a slab of fixed thickness, with a uniform background and fixed cell area, the energy is now known at every cell height, and its slope tends to $\pi q^2/(6A)$ whatever the dielectric constant of the slab. It remains to put numbers to a real layer and to see what changes when the slab has no sharp faces, the charge is off centre or localized in the plane, electrons can move into the vacuum, or the background interacts with the uncharged host.
